Thermal noise strength for a polarization grid from fluctuation-dissipation

**Definitions and conventions**

A ferroelectric body is divided into N equal cells of volume V. Cell i carries one polarization component P_i, in C/m². The total free energy F(P₁,…,P_N), in joules, is defined so that the equilibrium probability density of the cell values at temperature T is

ρ_B = exp(−F/kT)/Z,

where Z normalizes it. F is thus a free energy for this particular cell size: everything finer than a cell has already been averaged over. I write ∂_i for ∂/∂P_i and δP for a deviation from the mean.

The polarization relaxes down the gradient of F with kinetic coefficient L, in S/m:

∂P/∂t = −L δF/δP + noise.

Four assumptions are made.

(A1) The system is classical and kept at a fixed temperature, and inertia is negligible.

(A2) L is a constant, the same for every cell.

(A3) The noise ξ_i is Gaussian with zero mean, independent of P, and white in time:

⟨ξ_i(t) ξ_j(t′)⟩ = 2D_ij δ(t−t′),

with a constant symmetric matrix D_ij that is still unknown.

(A4) F is smooth and grows fast enough at large |P| that ρ_B and its derivatives vanish at infinity and the integrals below converge.

**Theorem**

Under (A1) to (A4), ρ_B is stationary if and only if

D_ij = (LkT/V) δ_ij.

Consequently the noise averaged over a time step Δt is independent from cell to cell and from step to step, and its variance is

⟨η_i²⟩ = 2LkT/(VΔt).

**Lemma 1: the force on a cell**

The grid equation is

dP_i/dt = −(L/V) ∂_iF + ξ_i.

Proof. By definition of the functional derivative, a small change δP(r) changes the free energy by ∫(δF/δP) δP d³r. If the polarization changes by dP_i in cell i alone, the integral is V(δF/δP)_i dP_i. The same change is ∂_iF dP_i. Hence (δF/δP)_i = (1/V)∂_iF. ∎

This is where the cell volume enters. The local field δF/δP does not scale with the cell size, but the energy that is compared with kT does.

**Lemma 2: evolution of the probability density**

The density ρ(P,t) obeys

∂ρ/∂t = Σ_i ∂_i[(L/V)(∂_iF)ρ + Σ_j D_ij ∂_jρ].

Proof. In a short time τ the change of P_i is

ΔP_i = −(L/V)(∂_iF)τ + W_i + O(τ^{3/2}), W_i = ∫ξ_i dt over τ.

The remainder arises because the force varies slightly along the path. From (A3), ⟨W_i⟩ = 0 and

⟨W_iW_j⟩ = ∫∫ 2D_ij δ(t−t′) dt dt′ = 2D_ij τ.

So W is of order √τ, and second-order terms must be kept. Let φ(P) be a smooth function that vanishes outside a bounded region. Its Taylor expansion, averaged over the noise, gives

⟨φ(P+ΔP)⟩ − φ(P) = τ[−(L/V)Σ_i(∂_iF)(∂_iφ) + Σ_ij D_ij ∂_i∂_jφ] + o(τ).

The factor ½ of the Taylor series has cancelled the 2 in 2D_ijτ. Third-order terms in W average to zero, and fourth-order terms are of order τ². Now average over ρ, divide by τ and let τ→0:

(d/dt)∫φρ dP = ∫ρ[−(L/V)Σ_i(∂_iF)(∂_iφ) + Σ_ij D_ij ∂_i∂_jφ] dP.

One integration by parts in the first term changes its sign. Two in the second leave the sign alone. The boundary terms vanish with φ, so

∫φ ∂ρ/∂t dP = ∫φ{Σ_i∂_i[(L/V)(∂_iF)ρ] + Σ_ij D_ij ∂_i∂_jρ} dP.

Since φ is arbitrary, the equation for ρ follows. ∎

**Proof of the theorem**

Differentiating the Boltzmann density gives ∂_iρ_B = −(∂_iF)ρ_B/kT, or

(∂_iF)ρ_B = −kT ∂_iρ_B.

Inserted into Lemma 2 with ∂ρ/∂t = 0, this yields

Σ_ij A_ij ∂_i∂_jρ_B = 0, A_ij = D_ij − (LkT/V)δ_ij.

If A = 0, the condition holds, which proves the "if" part. For the converse, multiply by exp(−iq·P) and integrate over all P. Each derivative becomes a factor iq, so

−(Σ_ij q_i A_ij q_j) ρ̂(q) = 0, ρ̂(q) = ∫ρ_B exp(−iq·P) dP.

Normalization gives ρ̂(0) = 1, and ρ̂ is continuous, so it is nonzero in some neighbourhood of q = 0. There Σq_iA_ijq_j = 0, and because this form is quadratic in q it then vanishes for every q. Taking q along axis i gives A_ii = 0. Taking q with equal components along i and j gives A_ii + A_jj + 2A_ij = 0, hence A_ij = 0. So A = 0.

For the time step, define η_i as the mean of ξ_i over Δt. Then

⟨η_iη_j⟩ = (1/Δt²)∫∫ 2D_ij δ(t−t′) dt dt′ = 2D_ij/Δt = 2LkT δ_ij/(VΔt).

Different steps are independent because their time intervals do not overlap. ∎

**Remarks on the result**

The explicit update is

P_i(t+Δt) = P_i(t) − (LΔt/V)∂_iF + Δt η_i.

The random kick Δt η_i has variance 2LkTΔt/V. As Δt→0 the variance of η_i diverges, but the kicks shrink as √Δt. The t/Δt kicks in a fixed time t add up to a variance 2LkTt/V, which does not depend on the step.

Averaging η over m cells divides its variance by m, giving 2LkT/(mVΔt). This is the same law for a cell of volume mV. In the continuum limit δ_ij/V becomes δ(r−r′), since Σ_j V g_j δ_ij/V = g_i for any grid function g. For a very large cell the noise vanishes and the deterministic equation is recovered.

For a vector polarization the index i runs over cells and components together. With the same scalar L for each component, the proof is unchanged, and each component needs its own independent noise.

The theorem excludes correlated noise. On a 4×4×4 periodic grid, linearized about one well, a correlation of 0.1 between nearest neighbours leaves the noise variance of each cell unchanged. The uniform mode, however, collects the six neighbours of each cell, so its noise variance rises by 1 + 6·0.1 = 1.6. The computed variance of that mode is 1.609 times Boltzmann's value, against 1.006 for independent noise.

Stationarity alone does not say that the system reaches ρ_B. Write ρ = ρ_B u. With the correct noise, Lemma 2 becomes

∂ρ/∂t = (LkT/V) Σ_i ∂_i(ρ_B ∂_iu).

Multiplying by 2u and integrating by parts gives

(d/dt)∫ρ_B u² dP = −(2LkT/V) ∫ρ_B Σ_i(∂_iu)² dP ≤ 0.

The right side vanishes only for constant u, so among densities for which these integrals exist ρ_B is the only stationary one. The approach can still be slow: a run may stay in one well for its whole length.

If L depends on P_i, (A2) fails. With L evaluated at the start of each step, the diffusion term in Lemma 2 becomes ∂_i²(D_iρ) with D_i = L(P_i)kT/V. Compared with ∂_i(D_i∂_iρ), it contains the extra term ∂_i[(∂_iD_i)ρ]. A drift v_i contributes −∂_i(v_iρ), so Boltzmann's distribution is restored by adding v_i = (kT/V) dL/dP_i.

**Proposition 1: fluctuation and response**

Let a small field E act on cell i until equilibrium is reached, and remove it at t = 0. To first order in E,

⟨P_i(t)⟩_E − ⟨P_i⟩ = (VE/kT) C(t), C(t) = ⟨δP_i(t) δP_i(0)⟩.

Proof. The field changes F to F − VEP_i. The initial density is proportional to ρ_B exp(VEP_i/kT). Expanding it and its normalization to first order gives

ρ₀ = ρ_B(1 + VEP_i/kT)/(1 + VE⟨P_i⟩/kT) ≈ ρ_B(1 + VE δP_i/kT).

Let G(t|P) be the mean of P_i at time t after a start from P, with the field off. Then

⟨P_i(t)⟩_E = ∫Gρ_B dP + (VE/kT)∫G δP_i ρ_B dP.

The first integral is ⟨P_i⟩, because ρ_B is stationary. The second is C(t), because δP_i has zero mean. ∎

The proposition needs no harmonic approximation. For one cell with a quartic free energy, held by a steady 2 MV/cm, the ratio of the two sides 0.5 ps after release is 0.9900 with a 10 fs step and 0.9950 with 5 fs. Linear extrapolation gives 2·0.9950 − 0.9900 = 1.0000, so the mismatch comes from the finite step.

The link with dissipation is visible in a harmonic cell of stiffness K, whose free energy is VKp²/2. Its equation is dp/dt = −LKp + ξ. The static response is E/K, so the proposition at t = 0 demands ⟨p²⟩ = kT/(VK). The Langevin equation gives

d⟨p²⟩/dt = −2LK⟨p²⟩ + 2D = 0, so ⟨p²⟩ = D/(LK).

Equating the two gives D = LkT/V. The stiffness cancels: a stiff mode is damped faster by the factor K and needs a smaller variance by the same factor. Without noise, dF/dt = −(V/L)Σ_i(dP_i/dt)², so V/L is the friction coefficient of a cell. The noise is fixed by friction and temperature, whatever the shape of F.

**Proposition 2: bias of a finite step**

For a mode of stiffness K, the explicit update has the stationary variance

σ² = [kT/(VK)] / (1 − LKΔt/2), provided 0 < LKΔt < 2.

Proof. Put z = LKΔt. Then p_{n+1} = (1−z)p_n + Δtη_n, and η_n is independent of p_n. Stationarity requires

σ²[1 − (1−z)²] = 2LkTΔt/V.

The bracket is z(2−z) = 2z(1−z/2). Dividing by it and inserting z = LKΔt gives the result. A stationary variance exists only if |1−z| < 1, which is the stated range. ∎

The noise law is therefore exact in continuous time, while this scheme samples Boltzmann's distribution only in the limit Δt→0.

**Worked example: a uniaxial double well**

Take the free energy density

f = −aP²/2 + bP⁴/4 + g|∇P|²/2, a/b = P_s².

In a well the uniform stiffness is K₀ = −a + 3bP_s² = 2a. The round inputs are P_s = 50 uC/cm2, susceptibility 100, g = 10⁻¹⁰ J m³/C², L = 1000 S/m, T = 300 K, cell edge 1 nm and Δt = 10 fs. The susceptibility gives K₀ = 1/(100ε₀) = 1.129·10⁹ V m/C.

With kT = 4.142·10⁻²¹ J and V = 10⁻²⁷ m³,

⟨η²⟩ = 2·1000·4.142·10⁻²¹/(10⁻²⁷·10⁻¹⁴) = 8.284·10²³ C² m⁻⁴ s⁻².

The rms kick is 10⁻¹⁴·√(8.284·10²³) = 9.10·10⁻³ C/m², or 0.910 uC/cm2.

Divided by L, the rms noise is equivalent to a field of 9.10 MV/cm during one step. The intrinsic coercive field, the maximum of aP − bP³, lies at P = P_s/√3 and equals 2aP_s/(3√3) = 1.09 MV/cm. The larger number does not imply switching at every step. It varies as 1/√Δt and changes at random from step to step; averaged over the uniform relaxation time 1/(LK₀) = 0.885 ps it falls to 0.967 MV/cm. How often an uncoupled cell is found at the barrier is set by the barrier energy V aP_s²/4 = 0.220 eV = 8.52 kT.

For such an uncoupled cell, the discrete update is restricted to |P| ≤ 1 C/m². The variance of P² in its stationary state, relative to Boltzmann's value, is 1.0106 at 20 fs and 1.0053 at 10 fs, and extrapolates to 0.9999. Without the restriction there is strictly no stationary state, because the cubic force makes the explicit update run away once |P| exceeds about 9.4 C/m² at 10 fs. From the wells such an excursion is far too improbable to be seen in a run. Halving the noise variance at 10 fs gives 0.490. This is close to one half because the theorem then assigns the cell the temperature T/2, and near a well the variance is proportional to temperature at leading order.

Coupled cells were followed for 600 ps on a periodic 10×10×10 grid with the full quartic free energy, starting in one well and discarding the first 30 ps. The comparison is Metropolis sampling of exp(−F/kT), which contains neither L nor Δt. The rms cell fluctuation is 5.08 uC/cm2 from the Langevin run and 5.05 from Metropolis; the means are 49.21 and 49.24 uC/cm2. Proposition 2 accounts for part of the difference in rms: for small steps it adds about LkTΔt/(2V) = 0.21 (uC/cm2)² to each mode's variance, which would turn 5.05 into 5.07. Sampling error is also present.

**Refining the grid**

A wave c·cos(qx) that the grid resolves should not depend on the cell size. In a box of volume Ω its harmonic free energy is ΩKc²/4, with K = K₀ + gq², because cos² averages to ½. Its amplitude therefore has variance 2kT/(ΩK). For a 4 nm wave in a bar 16 nm long with a fixed cross-section of 16 nm², and Δt = 1 fs, the computed variance relative to this value is 1.036, 1.010 and 1.003 for cell lengths 1, 0.5 and 0.25 nm. The excess comes mainly from the grid's gradient term, which replaces q² by the smaller (4/h²)sin²(qh/2) for cell length h. If the 0.25 nm cells receive the noise of 1 nm cells, the ratio drops to 0.251, since the variance is then too small by the volume factor 4.

The fluctuation of a single cell does depend on its size, and it shifts the mean polarization. Integrating ∂_iρ_B over all P gives ⟨∂_iF⟩ = 0. For a long-lived state in one well this holds approximately, because little probability lies at the barrier. Write P_i = m + p_i with ⟨p_i⟩ = 0. The gradient term averages to zero in a uniform state, leaving

−am + b(m³ + 3m⟨p²⟩ + ⟨p³⟩) = 0.

Neglecting ⟨p³⟩ and dividing by bm gives

m² ≈ P_s² − 3⟨p²⟩.

With the Metropolis variance this predicts √(50² − 3·5.05²) = 49.23 uC/cm2, in agreement with the sampled means. A harmonic estimate of 3⟨p²⟩/P_s² gives 0.029 for 1 nm cells but 0.124 for 0.5 nm cells with a, b and g held fixed. The latter would lower m by 6 to 7 %. Correct noise therefore does not make every result independent of the grid: the coefficients of F must be matched to the cell size.

**The model beside a real ferroelectric**

The parameters lie in the rough regime of tetragonal lead zirconate titanate, with L chosen to give picosecond relaxation. The intrinsic coercive field of about 1 MV/cm is far above typical switching fields of films of this material, which reverse by nucleation and wall motion rather than uniformly. The 1 nm grid is too coarse to describe that motion. The half-width of a wall, √(2g/a), is only 0.60 nm, and without noise the grid pins a flat wall up to about 0.5 MV/cm, against less than 0.1 MV/cm for 0.5 nm cells. The largest omission sized here is the dipolar field. A wave at angle θ between q and the polar axis carries bound charge, whose field adds a stiffness cos²θ/(ε₀ε_b). With a rough background permittivity ε_b = 10 this reaches 10K₀, and the harmonic rms cell fluctuation falls from 4.95 to 3.20 uC/cm2. Here θ is defined by the grid's difference operator; with the true wave vector the value is 3.29. The noise variance is unchanged, because F does not enter it, but the stability limit on the step falls from 859 to 156 fs. At 10 fs the stiffest mode then has LKΔt = 2·10/156 = 0.13 and a variance bias of about 7 %.

Elastic clamping matters too. An elastic energy C(S−QP²)²/2, with the strain S held at QP_s², adds the stiffness 4CQ²P_s². For rough values Q = 0.08 m⁴/C² and C = 100 GPa this is 0.57K₀, which would reduce the variance of the uniform mode to 1/1.57 = 0.64 of its unclamped value. With the chosen L and a rough ionic plasma frequency ν_p = 20 THz, the inertial time L/[ε₀(2πν_p)²] is 7.2 fs. That is short beside 0.885 ps but comparable with the step, so motion on the scale of single steps is not physical. The neglect of inertia rests on this choice of L. The uniform mode, with undamped frequency ν_p/√100 = 2 THz, is overdamped only while the inertial time is below a quarter of the relaxation time, which here means L below about 5600 S/m. A material whose soft mode is weakly damped needs an inertial term to describe its dynamics. The quantum parameter ħLK/kT is 0.029 for the uniform mode, where classical noise is reasonable, and 0.33 for the stiffest dipolar mode, where it is less secure. The other two polarization components and the temperature dependence of the coefficients are also omitted, and their effects are not sized. The numerical output below lists the values used.

Numbers as computed

```
temperature: 300 K
spontaneous polarization: 50 uC/cm2
susceptibility: 100
uniform stiffness K0: 1.129e+09 V m/C
coefficient a: 5.647e+08 V m/C
coefficient b: 2.259e+09 V m^5/C^3
gradient coefficient g: 1e-10 J m^3/C^2
kinetic coefficient L: 1000 S/m
cell edge: 1 nm
time step: 10 fs
noise variance: 8.284e+23 C^2 m^-4 s^-2
rms kick per step: 0.9102 uC/cm2
rms noise field per step: 9.102 MV/cm
uniform relaxation time: 0.8854 ps
rms noise field averaged over that time: 0.9673 MV/cm
intrinsic coercive field: 1.087 MV/cm
barrier of one uncoupled cell: 0.2203 eV
same barrier over kT: 8.521
Variance of P^2 in one cell, Euler chain over Boltzmann:
  step 20 fs: 1.0106
  step 10 fs: 1.0053
  extrapolated to zero step: 0.9999
  step 10 fs, noise variance halved: 0.4898
Released response over (V E/kT) C(t), 2 MV/cm bias, t = 0.5 ps:
  step 10 fs: 0.9900
  step 5 fs: 0.9950
  extrapolated to zero step: 1.0000
Grid 4x4x4, variance over Boltzmann at 10 fs:
  one cell: 1.0085
  uniform mode: 1.0057
  uniform mode, neighbour noise correlation 0.1: 1.6091
Variance of a 4 nm wave over its continuum value:
  cell length 1.0 nm: 1.0358
  cell length 0.5 nm: 1.0098
  cell length 0.25 nm: 1.0030
  0.25 nm with the noise of 1 nm cells: 0.2507
Nonlinear grid 10x10x10:
  mean P, Langevin: 49.21 uC/cm2
  mean P, Metropolis: 49.24 uC/cm2
  mean P from sqrt(Ps^2 - 3 var): 49.23 uC/cm2
  rms cell fluctuation, Langevin: 5.08 uC/cm2
  rms cell fluctuation, Metropolis: 5.05 uC/cm2
Harmonic estimates and neglected effects:
  rms cell fluctuation: 4.95 uC/cm2
  same with dipolar field, background permittivity 10: 3.20 uC/cm2
  largest stable step: 859 fs
  largest stable step with dipolar field: 156 fs
  3 var/Ps^2, cell 1 nm: 0.029
  3 var/Ps^2, cell 0.5 nm: 0.124
  clamped-strain stiffness over K0 (Q 0.08 m^4/C^2, C 100 GPa): 0.57
  inertial time (ionic plasma frequency 20 THz): 7.2 fs
  hbar L K/kT, uniform mode: 0.029
  hbar L K/kT, stiffest dipolar mode: 0.326
```
